# The Coulomb-gauge vector potential of a slowly moving point charge

**Q:** A point charge $q$ with velocity $\mathbf v$ carries a current located at the charge. By analogy with electrostatics its vector potential should be $q\mathbf v/(cr)$. What is there to project?

**A:** That depends on the gauge, so let us derive the equation for $\mathbf A$ first. I use Gaussian units, with

$$\mathbf E=-\nabla\phi-\frac1c\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A,\qquad \nabla\cdot\mathbf A=0 .$$

The last condition is the Coulomb gauge. Gauss's law $\nabla\cdot\mathbf E=4\pi\rho$ then becomes $\nabla^2\phi=-4\pi\rho$, without a time derivative. If the charge is at $\mathbf x_0(t)$, let $\mathbf r=\mathbf x-\mathbf x_0(t)$, $r=|\mathbf r|$ and $\mathbf n=\mathbf r/r$, so that $\mathbf n$ points from the charge to the field point. The scalar potential is $\phi=q/r$, with $r$ taken at the present time.

The remaining source equation is $\nabla\times\mathbf B=(4\pi/c)\mathbf J+(1/c)\partial_t\mathbf E$. Its left side is $\nabla(\nabla\cdot\mathbf A)-\nabla^2\mathbf A=-\nabla^2\mathbf A$. Inserting $\mathbf E$ and rearranging gives

$$\nabla^2\mathbf A-\frac1{c^2}\partial_t^2\mathbf A=-\frac{4\pi}{c}\mathbf J+\frac1c\nabla\partial_t\phi\equiv-\frac{4\pi}{c}\mathbf J_T,\qquad \mathbf J_T=\mathbf J-\frac1{4\pi}\nabla\partial_t\phi .$$

The source of $\mathbf A$ is therefore $\mathbf J_T$, not $\mathbf J$.

**Q:** You have given the right side a name. Why is it the transverse part of the current?

**A:** Take its divergence:

$$\nabla\cdot\mathbf J_T=\nabla\cdot\mathbf J-\frac1{4\pi}\partial_t\nabla^2\phi=\nabla\cdot\mathbf J+\partial_t\rho=0,$$

by charge conservation. The part removed, $\mathbf J_L=\nabla\partial_t\phi/4\pi$, is a gradient and has no curl. The split is unique for fields that vanish at infinity: the difference between two candidates for $\mathbf J_T$ would have neither divergence nor curl, so each Cartesian component would be harmonic everywhere and vanish at infinity, and hence be zero.

**Q:** What does the projected current of a point charge look like in space?

**A:** With the field point fixed, $\partial_t\mathbf r=-\mathbf v$, so $\partial_t r=-\mathbf n\cdot\mathbf v$ and

$$\partial_t\phi=-\frac{q}{r^2}\partial_t r=\frac{q\,\mathbf n\cdot\mathbf v}{r^2}=\frac{q\,\mathbf r\cdot\mathbf v}{r^3}.$$

Its gradient requires

$$\partial_i\frac{r_j}{r^3}=\frac{\delta_{ij}-3n_in_j}{r^3}+\frac{4\pi}{3}\delta_{ij}\,\delta(\mathbf r).$$

The first term is ordinary differentiation away from the charge. To find the second, integrate the left side over a small ball. The divergence theorem turns it into $\oint n_in_j\,d\Omega=4\pi\delta_{ij}/3$. The first term contributes nothing if a small sphere is cut out around the charge, because its angular average is zero. The delta function must supply the whole value. Multiplying by $qv_j/4\pi$ gives $\mathbf J_L$, and subtracting that from $\mathbf J=q\mathbf v\,\delta(\mathbf r)$ gives

$$\mathbf J_T=\frac23q\mathbf v\,\delta(\mathbf r)+\frac{q}{4\pi}\,\frac{3\mathbf n(\mathbf n\cdot\mathbf v)-\mathbf v}{r^3}.$$

**Q:** That is a current in empty space, where nothing moves.

**A:** No charge moves there. The instantaneous Coulomb field $\mathbf E_C=-\nabla\phi$ does change there, and $-\nabla\partial_t\phi/4\pi=\partial_t\mathbf E_C/4\pi$ is its displacement current. So $\mathbf J_T$ is the charge's own current plus the displacement current of its Coulomb field. The guess $q\mathbf v/(cr)$ answers to the full current $q\mathbf v\,\delta(\mathbf r)$. The projection lowers the weight of the delta function to $2/3$ and adds the extended tail, so that guess cannot be the Coulomb-gauge potential.

**Q:** Then solve for $\mathbf A$. You still have a wave equation.

**A:** Here slowness enters. If $\mathbf A$ changes over a time $\tau$, the term $\partial_t^2\mathbf A/c^2$ is smaller than $\nabla^2\mathbf A\sim\mathbf A/r^2$ by about $(r/c\tau)^2$. For steady motion $\tau\sim r/v$, and the ratio is $(v/c)^2$. If the velocity itself varies at a rate $\omega$, there is also the ratio $(\omega r/c)^2$. I assume $v\ll c$ and $r\ll c/\omega$, and drop the term:

$$\nabla^2\mathbf A=-\frac{4\pi q}{c}\mathbf v\,\delta(\mathbf r)+\frac1c\nabla\partial_t\phi .$$

Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the first source gives $q\mathbf v/(cr)$. The second is a gradient, so I write

$$\mathbf A=\frac{q\mathbf v}{cr}+\nabla\chi,\qquad \nabla^2\chi=\frac1c\partial_t\phi=-\frac qc\,\mathbf v\cdot\nabla\frac1r .$$

The last form holds because $\nabla(1/r)=-\mathbf n/r^2$. Next, $\nabla^2r=r''+2r'/r=2/r$, with primes for derivatives with respect to $r$, so $1/r=\nabla^2(r/2)$. The constant vector $\mathbf v$ commutes with the Laplacian, and therefore

$$\chi=-\frac{q}{2c}\,\mathbf v\cdot\nabla r=-\frac{q}{2c}\,\mathbf n\cdot\mathbf v .$$

From $\partial_i(r_j/r)=(\delta_{ij}-n_in_j)/r$ we get $\nabla(\mathbf n\cdot\mathbf v)=[\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v)]/r$. Hence

$$\mathbf A=\frac{q}{cr}\left[\mathbf v-\frac12\mathbf v+\frac12\mathbf n(\mathbf n\cdot\mathbf v)\right]=\frac{q\,[\mathbf v+\mathbf n(\mathbf n\cdot\mathbf v)]}{2cr}.$$

The component of $\mathbf v$ along $\mathbf n$ keeps its full weight, and the component across $\mathbf n$ is halved.

**Q:** You picked one $\chi$. Could another solution be just as good?

**A:** Two solutions for $\mathbf A$ that vanish at infinity differ by a field whose components are harmonic everywhere, and that difference is zero. The gauge condition can also be verified directly. First, $\nabla\cdot(\mathbf v/r)=-\mathbf n\cdot\mathbf v/r^2$. Second, write $\mathbf n(\mathbf n\cdot\mathbf v)/r=\mathbf r f$ with $f=\mathbf r\cdot\mathbf v/r^3$. This $f$ scales as $r^{-2}$ along a ray, so $\mathbf r\cdot\nabla f=-2f$ and

$$\nabla\cdot(\mathbf r f)=3f+\mathbf r\cdot\nabla f=f=\frac{\mathbf n\cdot\mathbf v}{r^2}.$$

The two parts cancel. No delta function hides at the charge, since $\mathbf A$ grows only as $1/r$ and its flux through a small sphere vanishes with the radius.

**Q:** If $q\mathbf v/(cr)$ differs from your $\mathbf A$ by a gradient, it gives the same magnetic field. Was my first guess wrong at all?

**A:** The magnetic field is indeed the same:

$$\mathbf B=\nabla\times\frac{q\mathbf v}{cr}=\frac qc\,\nabla\frac1r\times\mathbf v=\frac{q\,\mathbf v\times\mathbf n}{cr^2}.$$

Your guess is a valid potential in another gauge. Removing $\nabla\chi$ from $\mathbf A$ without changing $\mathbf E$ requires adding $\partial_t\chi/c$ to $\phi$, so your choice must go with

$$\phi'=\frac qr-\frac{q}{2c^2}\,\partial_t(\mathbf n\cdot\mathbf v).$$

The extra term is of order $1/c^2$, the same order as the effect of $\mathbf A$ on a second moving charge. The error would be to combine $q\mathbf v/(cr)$ with the bare Coulomb potential.

**Q:** I would trust the factor one half more if it came out another way.

**A:** Use a Fourier integral in $\mathbf r$, with factor $e^{i\mathbf k\cdot\mathbf r}$ and measure $d^3k/(2\pi)^3$. The current $q\mathbf v\,\delta(\mathbf r)$ becomes $q\mathbf v$, and its transverse part is $q[\mathbf v-\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf v)]$. For constant velocity I can even keep the time derivative. The field moves rigidly with the charge, so $\partial_t=-\mathbf v\cdot\nabla$ and $\partial_t^2$ becomes $-(\mathbf k\cdot\mathbf v)^2$. The wave equation gives

$$\mathbf A(\mathbf k)=\frac{4\pi q}{ck^2}\,\mathbf F(\hat{\mathbf k}),\qquad \mathbf F=\frac{\mathbf v-\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf v)}{1-(\hat{\mathbf k}\cdot\mathbf v)^2/c^2}.$$

In the inverse transform the $k^2$ of the volume element cancels $1/k^2$. Since $\mathbf F$ is even in $\hat{\mathbf k}$, opposite directions can be paired, and the $k$ integral becomes

$$\frac12\int_{-\infty}^{\infty}dk\,e^{ikr\mu}=\frac{\pi}{r}\,\delta(\mu),\qquad \mu=\hat{\mathbf k}\cdot\mathbf n .$$

What remains is the circle of directions perpendicular to $\mathbf n$, of angular length $2\pi$:

$$\mathbf A=\frac{1}{8\pi^3}\cdot\frac{4\pi q}{c}\cdot\frac{\pi}{r}\cdot2\pi\,\langle\mathbf F\rangle=\frac{q}{cr}\langle\mathbf F\rangle .$$

For slow motion the denominator of $\mathbf F$ is 1. On the circle, $\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf v)$ averages to half the part of $\mathbf v$ across $\mathbf n$, that is, to $[\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v)]/2$. The earlier $\mathbf A$ returns. The half is the average of $\cos^2$ over a circle.

**Q:** With the denominator kept, how large is the error of the slow formula?

**A:** It depends on direction. Straight ahead of or behind the charge, $\mathbf v$ is parallel to $\mathbf n$, so $\hat{\mathbf k}\cdot\mathbf v=0$ on the whole circle and there is no correction for uniform motion. At right angles, let $\beta=v/c$ and let $\varphi$ be the angle between $\hat{\mathbf k}$ and $\mathbf v$. The component along $\mathbf v$ contains

$$\left\langle\frac{\sin^2\varphi}{1-\beta^2\cos^2\varphi}\right\rangle=\langle\sin^2\varphi\rangle+\beta^2\langle\sin^2\varphi\cos^2\varphi\rangle+\dots=\frac12+\frac{\beta^2}{8}+\dots$$

Relative to the slow value $1/2$, the correction is $\beta^2/4$ at leading order. For $\beta=0.3$ this estimate is 0.0225, while a numerical average of the full expression over equally spaced directions on the circle gives 0.0236.

**Q:** Real charges accelerate. You estimated that error as $(\omega r/c)^2$, but retardation ought to enter at first order in $r/c$.

**A:** A first-order term does appear. It comes from the demand for outgoing waves, which a comparison of terms in the differential equation does not reveal. Let the velocity be $\mathbf v e^{-i\omega t}$, with a displacement much smaller than $r$, and let $\kappa=\omega/c$. The factor $1/k^2$ in $\mathbf A(\mathbf k)$ becomes $1/(k^2-\kappa^2)$, whose outgoing transform is $e^{i\kappa r}/(4\pi r)$. In the longitudinal part I use

$$\frac{1}{k^2(k^2-\kappa^2)}=\frac1{\kappa^2}\left[\frac1{k^2-\kappa^2}-\frac1{k^2}\right],$$

and $-\mathbf k(\mathbf k\cdot\mathbf v)$ becomes $\nabla(\mathbf v\cdot\nabla)$. Without the common time factor,

$$\mathbf A=\frac qc\left\{\mathbf v\,\frac{e^{i\kappa r}}{r}+\nabla(\mathbf v\cdot\nabla)\,\frac{e^{i\kappa r}-1}{\kappa^2r}\right\}.$$

For small $\kappa r$ the last fraction is $i/\kappa-r/2-i\kappa r^2/6+\dots$ The constant drops out. The term $-r/2$ gives $\nabla\chi$ as before, and $\nabla(\mathbf v\cdot\nabla)r^2=2\mathbf v$. The terms linear in $\kappa$ are thus $i\kappa\mathbf v-i\kappa\mathbf v/3=\frac23i\kappa\mathbf v$. The acceleration is $\mathbf a=-i\omega\mathbf v$, so $i\kappa\mathbf v=-\mathbf a/c$, and the first correction is

$$\delta\mathbf A=-\frac{2q}{3c^2}\,\mathbf a .$$

It does not depend on position, so it adds nothing to $\mathbf B$ at this order. Relative to $\mathbf A$ it is of order $\omega r/c$. At distances comparable with $c/\omega$ the expansion fails, and the wave solution must be kept.

**Q:** Now let a second charge feel this potential. What is the interaction?

**A:** Call the source charge 1, and let $\mathbf n$ point from it to charge 2. The velocity-dependent coupling of charge 2 in its Lagrangian is $(q_2/c)\,\mathbf v_2\cdot\mathbf A$, so

$$L_D=\frac{q_1q_2}{2c^2r}\left[\mathbf v_1\cdot\mathbf v_2+(\mathbf n\cdot\mathbf v_1)(\mathbf n\cdot\mathbf v_2)\right].$$

Exchanging the charges reverses $\mathbf n$ and leaves $L_D$ unchanged. One term therefore serves in the equations of motion of both charges. This is the Darwin interaction. The kinetic term $mv^4/8c^2$ of each particle, from expanding $-mc^2\sqrt{1-v^2/c^2}$, is also of order $1/c^2$ and belongs in a complete Lagrangian at that order.

**Q:** For like charges moving side by side, $L_D$ is positive. Is the interaction energy then negative or positive?

**A:** It depends on what is held fixed. The Hamiltonian is $H=\sum\mathbf p\cdot\mathbf v-L$ at fixed momenta. Adding a small $L_D$ also shifts the velocities, but that shift has no first-order effect on $H$, because $\mathbf p=\partial L/\partial\mathbf v$. Hence $H_D=-L_D$, with $\mathbf v=\mathbf p/m$ inserted.

At fixed velocities the energy is $\sum\mathbf v\cdot\partial L/\partial\mathbf v-L$. Since $L_D$ is of second degree in the velocities taken together, its contribution is $2L_D-L_D=+L_D$. This is the mutual magnetic energy. An integration by parts, whose surface term vanishes at infinity, gives

$$\frac1{4\pi}\int\mathbf B_1\cdot\mathbf B_2\,d^3x=\frac1{4\pi}\int\mathbf A_1\cdot(\nabla\times\mathbf B_2)\,d^3x=\frac1c\int\mathbf A_1\cdot\mathbf J_{2T}\,d^3x=\frac{q_2}{c}\,\mathbf v_2\cdot\mathbf A_1 .$$

In the last step $\mathbf J_{2T}$ may be replaced by $\mathbf J_2$, because a gradient integrates to zero against the divergence-free $\mathbf A_1$.

**Q:** Give me numbers. Does the projection matter for two electrons?

**A:** Take two classical electrons without spin, $r=2$ bohr apart, with equal velocities of magnitude 2 at $60^\circ$ to $\mathbf n$. In Rydberg atomic units $\hbar=1$, $m=1/2$, $e^2=2$ and $c=2/\alpha=274.07$, where $\alpha$ is the fine-structure constant. The Gaussian formulas keep their form.

The velocity has components 1.732 across $\mathbf n$ and 1.000 along it. In $\mathbf v+\mathbf n(\mathbf n\cdot\mathbf v)$ these become 1.732 and 2.000. The common factor is

$$\frac{e^2}{2c^2r}=\frac{2}{2(274.07)^2(2)}=6.656\times10^{-6}.$$

The momentum $q_2\mathbf A/c$ therefore has components $1.153\times10^{-5}$ across and $1.331\times10^{-5}$ along $\mathbf n$, in $\hbar$/bohr, against a kinetic momentum $mv=1$. It lies at $40.9^\circ$ to $\mathbf n$, turned from the $60^\circ$ of the velocity towards the line joining the electrons.

The bracket in $L_D$ is $4+1=5$, so

$$H_D=-5\times6.656\times10^{-6}=-3.328\times10^{-5}\ \text{Ry}=-0.453\ \text{meV}.$$

The Coulomb energy is $e^2/r=1$ Ry. If $q\mathbf v/(cr)$ were combined with the bare Coulomb potential, the velocity term would be $-e^2v^2/(c^2r)=-5.325\times10^{-5}$ Ry. The correct value is $5/8$ of that. For equal velocities at an angle $\theta$ to $\mathbf n$ the ratio is $(1+\cos^2\theta)/2$. It equals 1 for motion along $\mathbf n$, where the projection leaves this energy unchanged, and $1/2$ for motion across it. At $60^\circ$ the projection changes the interaction term by much more than the terms neglected in solving for $\mathbf A$ do. The kinetic term $mv^4/8c^2$ is a separate matter: it is of the same order as $H_D$ and is not included here.

**Q:** How small are those neglected terms here?

**A:** The ratio $v/c$ is $7.30\times10^{-3}$. For uniform motion at this speed, the relative correction to $\mathbf A$ at right angles to the velocity is $1.33\times10^{-5}$. At an angle $\theta$ the same circle average multiplies the component along $\mathbf n$ by $1+\beta^2\sin^2\theta/2$ and the component across $\mathbf n$ by $1+\beta^2\sin^2\theta/4$. At the $60^\circ$ of the example this changes $|\mathbf A|$ by $1.57\times10^{-5}$ and $\mathbf v\cdot\mathbf A$ by $1.40\times10^{-5}$, both relative. For changing velocity a rate must be supplied. With $\omega=v/r=1$ Ry/$\hbar$ as a rough scale, $\omega r/c$ is again $7.30\times10^{-3}$, which puts the electrons well inside the near zone.

Numbers in the example were calculated in double precision.
